# Thermal freezing of flip-flops in an electron-spin bath at 240 GHz

**Setting.** A solid contains a dilute bath of identical electron spins 1/2 in a field along \(z\). Spin operators are dimensionless. The Zeeman levels lie at \(\pm h\nu/2\), and the upper level is written \(\uparrow\). Dipolar couplings and offsets between the spins' resonance frequencies are far smaller than both \(h\nu\) and \(kT\), so the thermal state is taken as a product of single-spin states. Define \(x=h\nu/(2kT)\).

## Part (a): populations

**Question.** Find the polarization \(P\), defined as lower minus upper population, and the probability that two given bath spins are antiparallel.

**Model answer.** The Boltzmann weights of the upper and lower level are \(e^{-x}\) and \(e^{x}\), with sum \(2\cosh x\). Therefore

\[
p_\uparrow=\frac{e^{-x}}{2\cosh x},\qquad p_\downarrow=\frac{e^{x}}{2\cosh x},\qquad P=p_\downarrow-p_\uparrow=\tanh x .
\]

The configurations \(\uparrow\downarrow\) and \(\downarrow\uparrow\) each have probability \(p_\uparrow p_\downarrow\), and the exponentials cancel in this product:

\[
p_{\rm anti}=2p_\uparrow p_\downarrow=\frac{2}{4\cosh^2x}=\tfrac12\,\mathrm{sech}^2x=\tfrac12(1-P^2).
\]

Below, \(s=\mathrm{sech}^2x\).

## Part (b): the flip-flop coupling

**Question.** Two bath spins a distance \(r\) apart, joined by a unit vector \(\mathbf n\) at angle \(\theta\) to the field, interact through

\[
H_{\rm dd}/\hbar=D\,[\mathbf S_1\!\cdot\!\mathbf S_2-3(\mathbf S_1\!\cdot\!\mathbf n)(\mathbf S_2\!\cdot\!\mathbf n)],\qquad D=\frac{\mu_0g^2\mu_B^2}{4\pi\hbar r^3}.
\]

Find the matrix element that exchanges \(\uparrow\downarrow\) and \(\downarrow\uparrow\).

**Model answer.** Terms that change \(S_{1z}+S_{2z}\) cost a Zeeman energy \(h\nu\) or \(2h\nu\), and are dropped to leading order in \(\hbar D/h\nu\). Choose \(\mathbf n=(\sin\theta,0,\cos\theta)\). The scalar product is

\[
\mathbf S_1\!\cdot\!\mathbf S_2=S_{1z}S_{2z}+\tfrac12(S_1^+S_2^-+S_1^-S_2^+).
\]

In the second term, the conserving parts are \(-3\cos^2\theta\,S_{1z}S_{2z}\) and the conserving part of \(-3\sin^2\theta\,S_{1x}S_{2x}\). Since \(S_x=(S^++S^-)/2\), the latter is \(-\tfrac34\sin^2\theta\,(S_1^+S_2^-+S_1^-S_2^+)\). The total coefficient of the exchange operator is

\[
\tfrac12-\tfrac34\sin^2\theta=-\tfrac14+\tfrac34\cos^2\theta=-\tfrac14(1-3\cos^2\theta).
\]

The exchange operator has unit matrix element between the antiparallel states, so its strength is

\[
J=\tfrac14D\,|1-3\cos^2\theta| .
\]

The sign is dropped because the results below depend on \(J^2\). The exchange operator gives zero on \(\uparrow\uparrow\) and \(\downarrow\downarrow\): a parallel pair cannot flip-flop.

## Part (c): the rate

**Question.** The two spins of a pair differ in resonance frequency by \(\delta\), and the coherence between the antiparallel states decays at a rate \(\gamma\gg J\). Over the bath, \(\delta\) has a Gaussian distribution of zero mean and temperature-independent width \(\sigma\gg\gamma\). Show that the mean flip-flop rate per pair is proportional to \(\mathrm{sech}^2x\), and find the prefactor.

**Model answer.** In the basis \((\uparrow\downarrow,\downarrow\uparrow)\) the Hamiltonian divided by \(\hbar\) has diagonal elements \(\pm\delta/2\) and off-diagonal element \(J\). The term \(S_{1z}S_{2z}\) shifts both states equally and drops out. Let \(a,b\) be the two populations and \(c\) the coherence \(\rho_{12}\). The equation \(\dot\rho=-i[H/\hbar,\rho]\), with damping added, gives

\[
\dot a=-iJ(c^*-c)=-2J\,\mathrm{Im}\,c,\qquad
\dot c=-(\gamma+i\delta)c+iJ(a-b).
\]

Because \(J\ll\gamma\), the populations hardly change during \(1/\gamma\), and \(c\) follows them. Setting \(\dot c=0\),

\[
c=\frac{iJ(a-b)}{\gamma+i\delta}=\frac{J(a-b)(\delta+i\gamma)}{\gamma^2+\delta^2},
\]

\[
\dot a=-W(\delta)(a-b),\qquad W(\delta)=\frac{2J^2\gamma}{\gamma^2+\delta^2}.
\]

Thus \(W(\delta)\) is the hop rate in either direction, and the population difference decays at \(2W(\delta)\).

Now average over the distribution \(g(\delta)\). Since \(\gamma\ll\sigma\), \(g\) is nearly constant across the Lorentzian, and \(\int\gamma\,d\delta/(\gamma^2+\delta^2)=\pi\). With \(g(0)=1/(\sqrt{2\pi}\,\sigma)\),

\[
W=2\pi J^2g(0)=\sqrt{2\pi}\,\frac{J^2}{\sigma}.
\]

The damping rate has cancelled: a larger \(\gamma\) lets more pairs take part but slows each resonant one. Half of the integral comes from \(|\delta|<\gamma\), so \(W\) is an average over very unequal pairs and not the rate of a typical one.

A hop requires an antiparallel pair. The offsets are too small to affect the populations, so the two averages factorize:

\[
\boxed{R(T)=p_{\rm anti}W=\frac W2\,\mathrm{sech}^2\!\left(\frac{h\nu}{2kT}\right)}
\]

The high-temperature rate is \(W/2\), and \(s\) is the fraction of it that survives. As a test of the product-state assumption, the thermal average of the squared flip-flop operator was computed in the full Gibbs state of five coupled spins. At 5 K its ratio to the high-temperature value is 0.3303, in agreement with \(s\).

## Part (d): the freezing temperature

**Question.** Discuss the limits of \(s\). Call the bath frozen when \(R\) has fallen to a fraction \(f=0.01\) of its high-temperature value, and find the corresponding temperature for \(\nu=240\) GHz.

**Model answer.** For \(x\ll1\), \(\cosh x\approx1+x^2/2\) gives \(s\approx1-x^2\). For \(x\gg1\), \(\cosh x\approx e^x/2\) gives

\[
s\approx4e^{-2x}=4e^{-h\nu/kT}.
\]

The rate is then activated by the full Zeeman energy, because a flip-flop needs one spin in the upper level. The decrease is smooth, so a freezing temperature has meaning only together with a chosen \(f\). Setting \(\mathrm{sech}^2x=f\) gives \(\cosh x=1/\sqrt f\), and the positive root yields

\[
T_f=\frac{h\nu}{2k\,\mathrm{arcosh}(1/\sqrt f)} .
\]

At 240 GHz, \(h\nu/k=11.518\) K; for the free-electron \(g\) factor the field is 8.56 T. With \(\mathrm{arcosh}\,10=2.9932\),

\[
\boxed{T_f=\frac{11.518\ \mathrm K}{2\times2.9932}=1.924\ \mathrm K=1924\ \mathrm{mK}}
\]

The polarization there is 0.995, and 0.25% of the spins are in the upper level. The low-temperature formula gives \(s=0.01005\), about 0.5% above the chosen fraction. The rate is halved already at 6.53 K, while at 4 K a fifth of it remains.

The sensitivity to temperature follows from \(\ln s=-2\ln\cosh x\) and \(dx/d\ln T=-x\):

\[
\frac{d\ln s}{d\ln T}=2x\tanh x .
\]

At \(T_f\) this is about 6, so a 1% error in temperature changes the rate by about 6%. At fixed \(f\), \(T_f\) is proportional to frequency: at 9.5 GHz the same criterion requires 76.2 mK.

## Part (e): a model pair, and a failure of the law

**Question.** Evaluate the rates for \(r=10\) nm, \(\theta=90^\circ\), \(\sigma/2\pi=5\) MHz and \(\gamma/2\pi=0.1\) MHz, with \(\sigma\) and \(\gamma\) held fixed. Then explain what changes if \(\sigma\) comes from the dipolar fields of the bath itself.

**Model answer.** Here \(D/2\pi=52.04\) kHz, so \(J/2\pi=52.04/4=13.01\) kHz. Diagonalizing the complete dipolar interaction gives the same value. The ordering \(J\ll\gamma\ll\sigma\) holds, with \(\gamma\) nearly eight times \(J\). Converting to angular frequencies,

\[
W=\sqrt{2\pi}\,(2\pi)\frac{(J/2\pi)^2}{\sigma/2\pi}
=\sqrt{2\pi}\,(2\pi)\frac{(1.301\times10^4\ \mathrm{s^{-1}})^2}{5\times10^6\ \mathrm{s^{-1}}}\approx533\ \mathrm{s^{-1}}.
\]

Averaging half the numerically computed slowest decay rate of the damped pair gives 535 s\(^{-1}\). The closeness is partly a cancellation. The exact Gaussian average of the Lorentzian is \(\int_0^\infty e^{-\gamma t-\sigma^2t^2/2}dt\approx\sqrt{\pi/2}/\sigma-\gamma/\sigma^2\), which lowers \(W\) by the fraction \(\sqrt{2/\pi}\,\gamma/\sigma\approx1.6\%\). Allowing for the decay of \(a-b\) replaces \(\gamma\) by \(\gamma-2W(\delta)\) in the Lorentzian. To first order, with \(u=\delta/\gamma\) and \(\int(1-u^2)(1+u^2)^{-3}du=\pi/4\), this raises the average by the fraction \((J/\gamma)^2\approx1.7\%\). The two first-order terms leave about \(+0.1\%\); the numerical excess of \(0.3\%\) also contains higher orders in \((J/\gamma)^2\). The formula is therefore good to about 2% here. The mean rate per pair is \(R=W/2\approx267\) s\(^{-1}\) at high temperature and 2.67 s\(^{-1}\) at \(T_f\).

For the second question, let a spin feel the frequency shift \(\sum_jb_jS_{jz}\) from its neighbours. Each neighbour has \(\langle S_{jz}^2\rangle=1/4\) and \(\langle S_{jz}\rangle=-P/2\). The neighbours are independent, so variances add:

\[
\mathrm{Var}\Big(\sum_jb_jS_{jz}\Big)=\frac{1-P^2}{4}\sum_jb_j^2\;\propto\;\mathrm{sech}^2x .
\]

This is the thermal spread for one fixed set of \(b_j\). The mean shift \(-\tfrac P2\sum_jb_j\) cancels from \(\delta\) only if \(\sum_jb_j\) is the same for every spin, as in a regular array of equivalent sites. Otherwise it adds \(\tfrac{P^2}4\mathrm{Var}(\sum_jb_j)\) over the bath. For independently and randomly placed spins in the dilute limit that variance equals the mean of \(\sum_jb_j^2\), and the total no longer depends on \(P\); on a lattice whose sites are occupied with probability \(p\) the total keeps a factor \(1-pP^2\). For equivalent sites, which are assumed from here on, the width scales as \(\mathrm{sech}\,x\). If the Gaussian estimate still holds, \(W\propto1/\sigma\propto\cosh x\), and \(R\propto\mathrm{sech}^2x\,\cosh x=\mathrm{sech}\,x\). Polarization removes antiparallel pairs but brings the remaining ones closer to resonance. The \(\mathrm{sech}^2\) law therefore needs a width fixed by something other than the bath polarization. The \(\mathrm{sech}\,x\) estimate itself needs many neighbours of comparable weight, with enough reversed ones among them. In a dipolar array a few near neighbours can dominate the detuning; its distribution is then not Gaussian, and the estimate can fail already at moderate polarization. The condition \(J\ll\gamma\) also fails if \(\gamma\) comes from bath motion that freezes out.

## Part (f): does the coherence time follow the flip-flop rate?

**Question.** A central spin \(\mathbf C\), spectrally distinct from the bath, couples to a pair through \(C_z(A_1S_{1z}+A_2S_{2z})\), in angular frequency. A Hahn echo has two delays \(\tau\), short enough that \(\gamma\) may be neglected. Find the echo amplitude, and the factor by which the echo time grows on cooling to \(T_f\).

**Model answer.** For a parallel pair the shift of the central spin is constant, and the echo cancels its phase. For an antiparallel pair, put \(A=A_1-A_2\). The states \(C_z=\pm\frac12\) give the pair Hamiltonians \(\frac12\boldsymbol\Omega_\pm\!\cdot\!\boldsymbol\sigma\), where \(\boldsymbol\sigma\) is the vector of Pauli matrices and

\[
\boldsymbol\Omega_\pm=(2J,\,0,\,\delta\pm A/2).
\]

With \(\mathbf n_\pm=\boldsymbol\Omega_\pm/\Omega_\pm\), \(c_\pm=\cos(\Omega_\pm\tau/2)\) and \(d_\pm=\sin(\Omega_\pm\tau/2)\), the evolution over one delay is \(U_\pm=c_\pm-id_\pm\mathbf n_\pm\!\cdot\!\boldsymbol\sigma\). The central \(\pi\) pulse exchanges the two Hamiltonians, so the branches evolve under \(U_-U_+\) and \(U_+U_-\). Multiplying out,

\[
U_-U_+=u-i(\mathbf v+\mathbf q)\!\cdot\!\boldsymbol\sigma,\qquad
U_+U_-=u-i(\mathbf v-\mathbf q)\!\cdot\!\boldsymbol\sigma,
\]

\[
u=c_+c_--d_+d_-\mathbf n_+\!\cdot\!\mathbf n_-,\quad
\mathbf v=c_-d_+\mathbf n_++c_+d_-\mathbf n_-,\quad
\mathbf q=d_+d_-\,\mathbf n_-\!\times\mathbf n_+ .
\]

The two antiparallel states are equally populated, so the echo is half the trace of \((U_+U_-)^\dagger U_-U_+\), which is \(u^2+v^2-q^2\). Unitarity and \(\mathbf v\perp\mathbf q\) give \(u^2+v^2+q^2=1\). Hence

\[
L_{\rm pair}=1-2q^2,\qquad
\varepsilon\equiv1-L_{\rm pair}=2d_+^2d_-^2|\mathbf n_+\times\mathbf n_-|^2 .
\]

Weighting antiparallel pairs by \(s/2\) and parallel pairs by \(1-s/2\),

\[
L=1-\tfrac12s\,\varepsilon .
\]

A simulation of all three spins confirms this formula. For many independent pairs the amplitudes multiply. If each \(\varepsilon_k\ll1\), then \(-\ln(1-\frac12s\varepsilon_k)\approx\frac12s\varepsilon_k\), and

\[
-\ln L=s\,\chi_\infty(\tau),\qquad \chi_\infty=\tfrac12\sum_k\varepsilon_k .
\]

It is the decay exponent at fixed \(\tau\) that scales as \(\mathrm{sech}^2x\). If \(\chi_\infty\propto\tau^n\), the delay at which the exponent reaches 1 grows as \(s^{-1/n}\).

At short times \(d_\pm\approx\Omega_\pm\tau/2\), and \(|\boldsymbol\Omega_+\times\boldsymbol\Omega_-|=2J|A|\), so

\[
\varepsilon\approx2\left(\frac\tau2\right)^4(2JA)^2=\tfrac12J^2A^2\tau^4 .
\]

Thus \(n=4\), provided the exponent reaches 1 while \(\Omega_\pm\tau\ll1\) still holds for the contributing pairs, even at the longer cold delay. For offsets as wide as in part (e) this would require \(\tau\ll1/\sigma\approx32\) ns. Under that condition the echo time at \(T_f\) grows by \(100^{1/4}=3.16\), although the flip-flop rate has fallen a hundredfold. Solving numerically for a large set of model pairs with comparable \(J\), \(A\) and \(\delta\), numerous enough that the condition holds roughly (\(\Omega_\pm\tau\) is about 0.5, at most 0.7, at the cold delay), gives 3.19. The small excess has the expected sign: the next term of \(\sin^2y\approx y^2(1-y^2/3)\) weakens the loss at the longer delay. A hundredfold gain requires an exponent linear in time, \(n=1\), which the limit \(\Omega_\pm\tau\ll1\) does not give. The power changes when the offsets are wide, \(\sigma\tau\gg1\), with \(J\tau\ll1\) and \(|A|\ll\sigma\). For \(|A|\tau\ll1\), \(\varepsilon\approx8J^2A^2\sin^4(\delta\tau/2)/\delta^4\), and its integral over \(\delta\) scales as \(\tau^3\), so \(n=3\) and the gain is \(100^{1/3}=4.64\). For \(|A|\tau\gg1\) the loss comes mainly from pairs with \(\delta\) near \(\pm A/2\), where the integral of \(\sin^2(\Omega\tau/2)/\Omega^2\) grows as \(\tau\). Both limits are contained in the offset average \(\langle\varepsilon\rangle\approx2W(\tau-\sin(A\tau)/A)\), with \(W\) from part (c), so each pair adds \(2R\,(\tau-\sin(A\tau)/A)\) to the exponent. Over a wide range of \(\tau\) this grows with \(n\) near 1, although for a single \(A\) the local power oscillates between 0 and 2. Each value of the gain applies only if its regime holds at both the hot and the cold delay, and for all contributing pairs. With the numbers of part (e) the range \(1/\sigma\ll\tau\ll1/\gamma\) spans only a factor \(\sigma/\gamma=50\), too little to hold a hundredfold gain. If the central spin couples to an extended bath by dipolar forces, \(A\) takes all sizes. For \(A\propto\rho^{-m}\) at distance \(\rho\), the pairs with \(|A|\tau\gtrsim1\) fill a volume \(\propto\tau^{3/m}\), and the sum over positions scales as \(\tau^{1+3/m}\). This gives \(n=2\) for \(m=3\) (distances below the pair separation) and \(n=7/4\) for \(m=4\) (distances beyond it), so the gain is about 10 to 14 rather than any of the values above.

Spin-lattice flips of the bath, nuclear spins and relaxation of the central spin are left out. They add decay that need not follow \(s\) and can limit the gain. The computed values are collected in the numerical output below.

## Computed results

```
Zeeman frequency: 240 GHz
Magnetic field for free-electron g: 8.564 T
Zeeman temperature h nu/k: 11.518 K
T = 300.0 K: P = 0.01919, s = 0.99963
T =  20.0 K: P = 0.28025, s = 0.92146
T =  10.0 K: P = 0.51969, s = 0.72993
T =   5.0 K: P = 0.81836, s = 0.33029
T =   4.0 K: P = 0.89365, s = 0.20139
T =   2.0 K: P = 0.99371, s = 0.01254
T =   1.5 K: P = 0.99908, s = 0.00185
Five-spin Gibbs ratio at 20 K: 0.92146
Five-spin Gibbs ratio at 5 K: 0.33031
Five-spin Gibbs ratio at 2 K: 0.01254
Freezing criterion f: 0.01
arccosh(1/sqrt(f)): 2.9932
Half-rate temperature: 6.534 K
Freezing temperature T_f: 1.924 K
Freezing temperature T_f: 1924 mK
Polarization at T_f: 0.99499
Upper-level population at T_f: 0.00251
Cold-limit formula for s at T_f: 0.01005
Freezing temperature at 9.5 GHz: 76.2 mK
Pair distance: 10 nm
Dipolar constant D/2pi: 52.04 kHz
Flip-flop element J/2pi: 13.01 kHz
J/2pi from full diagonalization: 13.01 kHz
Detuning width sigma/2pi: 5.0 MHz
Pair dephasing gamma/2pi: 0.1 MHz
Hop rate W, formula: 533.2 1/s
Hop rate W, damped-pair average: 534.9 1/s
Mean pair rate R, high temperature: 266.6 1/s
Mean pair rate R at T_f: 2.67 1/s
Local-field variance ratio at 5 K: 0.33029
Three-spin echo amplitude at 50 K: 0.31968
Three-spin echo amplitude at 6 K: 0.69243
Three-spin echo amplitude at 2 K: 0.99136
Echo exponent ratio at T_f, many pairs: 0.01000
Echo-time gain at T_f for n = 1: 100.0
Echo-time gain at T_f for n = 4: 3.162
Echo-time gain, many-pair numerics: 3.194
```
